\section*{Free-electron sphere and the 330 and 411 planes of gamma brass}

\section{Problem}

Gamma brass, Cu$_5$Zn$_8$, has a body-centred cubic structure with 52 atoms in the cubic cell of edge $a$. Treat its valence electrons as free, at zero temperature, with two spin states per wavevector. Copper supplies one electron and zinc two; the filled $d$ shells are not counted. The algebra is in atomic units, so $E=k^2/2$.

\begin{enumerate}
\item At what number of electrons per atom is the Fermi sphere tangent to the 330 planes, and at what number to the 411 planes?
\item Compare the answer with the electron count of Cu$_5$Zn$_8$. Does its sphere fall short of the planes or pass through them, and by how much in radius and in energy? Take $a\approx 8.9$ angstrom, a rough value.
\item Planes with shorter reciprocal vectors lie nearer the origin. Why single out 330 and 411?
\item Is the comparison robust against the lattice potential and temperature?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item A zone plane is the set of wavevectors $\mathbf k$ for which the free waves $\mathbf k$ and $\mathbf k-\mathbf G$ have equal energy. Find its distance from the origin, and compare $h^2+k^2+l^2$ for the two families.
\item Count electrons per cubic cell first, and divide by 52 last. Watch what happens to $a$.
\item How many formula units fill the cell?
\item The strength of a plane depends on how the waves scattered by all the atoms add up. Begin with a $3\times3\times3$ block of small body-centred cubes from which two atoms have been removed.
\item At a face centre, look for other free waves of the same energy that differ by a reciprocal vector. There are more than two waves in all.
\end{enumerate}

\section{Solution}

\subsection{The planes}

Equal energies of $\mathbf k$ and $\mathbf k-\mathbf G$ require
\begin{equation}
k^2=k^2-2\mathbf k\cdot\mathbf G+G^2
\quad\Longrightarrow\quad
\mathbf k\cdot\mathbf G=\tfrac12G^2 .
\end{equation}
This plane is perpendicular to $\mathbf G$ at distance $G/2$ from the origin. For a cubic cell,
\begin{equation}
\mathbf G=\frac{2\pi}{a}(h,k,l),\qquad
G=\frac{2\pi}{a}\sqrt N,\qquad N=h^2+k^2+l^2 .
\end{equation}
Body centring pairs every atom with a copy displaced by $(a/2)(1,1,1)$. The pair contributes a factor $1+e^{-i\pi(h+k+l)}$, which vanishes unless $h+k+l$ is even. Both 330 and 411 pass this condition, and
\begin{equation}
3^2+3^2+0^2=4^2+1^2+1^2=18 .
\end{equation}
The two families are therefore equally distant from the origin. The first has $3\times4=12$ planes (three places for the zero, four sign choices), and the second has $3\times8=24$. One sphere touches all 36 at once, at the points $\mathbf G/2$ nearest the origin. These points are called face centres here, although a 411 face is not symmetric enough for its point to be the geometric centre.

\subsection{The electron count at contact}

In a crystal of volume $\Omega$ each allowed wavevector occupies $(2\pi)^3/\Omega$. With two spins, a sphere of radius $k_F$ holds
\begin{equation}
2\,\frac{\Omega}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}
=\frac{\Omega k_F^3}{3\pi^2}
\end{equation}
electrons. The number per cubic cell follows on setting $\Omega=a^3$:
\begin{equation}
Z=\frac{a^3k_F^3}{3\pi^2}. \label{eq:count}
\end{equation}
Tangency means $k_F=G/2=\pi\sqrt{18}/a$, so
\begin{equation}
Z_c=\frac{a^3}{3\pi^2}\,\frac{\pi^3\,18^{3/2}}{a^3}
=\frac{\pi}{3}\,18^{3/2}=18\sqrt2\,\pi\approx79.97,
\qquad
\frac{Z_c}{52}\approx1.538 .
\end{equation}
The lattice parameter has cancelled: compressing the cell enlarges the sphere and moves the planes outward in the same proportion. As a test, the states inside the sphere were counted one by one for a periodic box 30 cells on a side, with the mesh of wavevectors shifted off the origin. The count was 79.969 electrons per cell; other shifts of the same mesh move it by up to about 0.05.

\subsection{Comparison with Cu$_5$Zn$_8$}

One formula unit has 13 atoms and $5\times1+8\times2=21$ electrons. Four units fill the cell, so
\begin{equation}
Z=4\times21=84,\qquad \frac{Z}{52}=\frac{21}{13}\approx1.615 .
\end{equation}
This exceeds the contact value by 0.077 electrons per atom, or 5.0 percent of that value. By Eq.~(\ref{eq:count}) the radius varies as $Z^{1/3}$ at fixed $a$:
\begin{equation}
\frac{k_F}{G/2}=\left(\frac{84}{79.97}\right)^{1/3}\approx1.0165 .
\end{equation}
The sphere has passed through the planes by 1.65 percent of their distance. With $a=8.9$ angstrom, the planes lie at 1.50 angstrom$^{-1}$ (15.0 nm$^{-1}$) and the Fermi radius is 1.52 angstrom$^{-1}$ (15.2 nm$^{-1}$).

The free-electron energy at a face centre is $E_c=(G/2)^2/2$, which is 8.545 eV for this $a$. The Fermi energy is larger by the square of the radius ratio:
\begin{equation}
E_F=8.545\times(1.01652)^2\approx8.830\ \text{eV},
\qquad E_F-E_c\approx0.285\ \text{eV}.
\end{equation}
The third decimals serve the subtraction; the rough lattice parameter does not support them as absolute energies.

The same comparison can be made in composition. An alloy Cu$_{1-x}$Zn$_x$ has $(1-x)+2x=1+x$ electrons per atom. If the 52-atom cell is kept fully occupied, contact falls at $x\approx0.538$, whereas Cu$_5$Zn$_8$ has $x=8/13\approx0.615$. The agreement is close but not an equality.

\subsection{Why these planes matter}

The contact is not the sphere's first meeting with a zone plane. Planes with $N<18$ have already been crossed. In the simple model below, what distinguishes 330 and 411 is their scattering strength. For equal atoms define
\begin{equation}
S(\mathbf G)=\sum_{j=1}^{52}e^{-i\mathbf G\cdot\mathbf r_j},
\qquad V_{\mathbf G}=\frac{v}{52}\,S(\mathbf G),
\end{equation}
where $v$ is a potential strength per atom, taken here to be the same for every $\mathbf G$. If two waves of energy $E_0$ are coupled by $V_{\mathbf G}$ alone, their energies obey
\begin{equation}
(E_0-E)^2-|V_{\mathbf G}|^2=0
\quad\Longrightarrow\quad E=E_0\pm|V_{\mathbf G}| ,
\end{equation}
so an isolated plane opens a gap $2|V_{\mathbf G}|$, proportional to $|S|$.

Consider first an ideal block of 27 small body-centred cubes of edge $a/3$, with 54 atoms. Its waves add to 54 if $h,k,l$ are all multiples of 3 and $(h+k+l)/3$ is even; otherwise they cancel. Removing the atoms at the corner and centre of the large cell subtracts $1+e^{-i\pi(h+k+l)}=2$. Hence
\begin{equation}
S(330)=54-2=52,\qquad S(411)=0-2=-2 .
\end{equation}
The ideal block explains a strong 330 plane but not a strong 411 plane. In gamma brass the atoms have moved off the ideal sites. Rough positions, in units of $a$, are $(x,x,x)$ with $x=0.11$ and with $x=-0.17$, $(0.36,0,0)$, and $(0.31,0.31,0.04)$. Their copies follow from cyclic permutation, reversal of two signs at a time, and body centring, giving $8+8+12+24=52$ atoms. The sum then yields
\begin{equation}
|S(330)|\approx37.9,\qquad |S(411)|\approx21.3 .
\end{equation}
The largest value among all planes with $N<18$ is 11.3, for 222. The rough positions do not support the last digit: changing them by up to $0.005$ moves these three values by about 2, 1.5 and 1, without changing their order. The displacements thus weaken 330 and strengthen 411, and for equal atoms both exceed every nearer plane in $|S|$. This calculation ignores the difference between Cu and Zn as scatterers and the dependence of $v$ on $|\mathbf G|$. These matter: weighting Zn twice as strongly as Cu brings 222 close to 411, and a potential that varies with $|\mathbf G|$ can make $|V_{222}|$ as large as $|V_{411}|$. The ranking of 411 above every nearer plane is therefore a result of the equal-atom, constant-$v$ model, not an established property of the alloy.

\subsection{How far the free-electron comparison can be trusted}

Consider the lattice potential first. In units of $2\pi/a$, the six wavevectors
\begin{equation}
\pm\left(\tfrac32,\tfrac32,0\right),\qquad
\pm\left(\tfrac12,\tfrac12,2\right),\qquad
\pm\left(\tfrac12,\tfrac12,-2\right)
\end{equation}
all have squared length $9/2$, and they differ from one another by allowed reciprocal vectors. The first two are 330 face centres and the other four are 411 face centres. They are one and the same point of the true Brillouin zone, so the two-wave gap is insufficient there. To first order the level shifts are the eigenvalues of
\begin{equation}
M_{ij}=\frac{v}{52}\,S(\mathbf k_i-\mathbf k_j)\quad(i\neq j),
\qquad M_{ii}=0,
\end{equation}
where the constant average potential has been dropped. For a round model value $v=0.5$ eV they are
\begin{equation}
-0.47,\ -0.21,\ -0.10,\ 0.15,\ 0.19,\ 0.44\ \text{eV}.
\end{equation}
They sum to zero, as the zero trace of $M$ requires. Their total spread, 0.91 eV, is about three times $E_F-E_c$. To first order, a potential of this size therefore replaces the single contact energy by a group of levels whose spread exceeds the energy difference under discussion. Coupling to waves outside the six shifts these levels further. With the same $v$ for every $\mathbf G$ that shift does not settle as more waves are included, and it changes the spacings between the levels. For $v=0.5$ eV the spread falls from about 0.87 eV with 68 plane waves to about 0.62 eV with 1232, and for $v=-0.5$ eV it grows from about 0.94 to 1.57 eV; in each of these cases it still exceeds $E_F-E_c$. The estimate therefore gives only a first-order scale for the splitting and does not settle where each level lies relative to the Fermi energy. To express the lowest shift as a count, use $Z\propto E^{3/2}$:
\begin{equation}
\frac{\delta Z}{Z_c}\approx\frac32\,\frac{0.47}{8.545}\approx0.08,
\end{equation}
or about 0.13 electrons per atom, more than the difference of 0.077 under discussion. This is a scale and not a corrected contact count, because the potential also changes the number of states below a given energy.

The thermal energy is smaller than the energy difference under discussion. At 400 K, a round model value, $k_BT\approx0.034$ eV, which is 12 percent of $E_F-E_c$.

Set beside the real compound, the model uses its stoichiometry and a rough lattice parameter, so $E_F$ is a free-electron scale and not a measured bandwidth. Real gamma brass does not have the parabolic band assumed here: the lattice potential splits levels, as the model above illustrates, and copper $d$ states mix with the valence band, an effect not calculated here. The near match of 1.54 and 1.615 is consistent with the idea that gaps near the Fermi energy help to stabilise the structure, but it does not prove it; that would need a comparison of total energies with competing structures. Nor does the count give a resistivity, which also depends on electron velocities and scattering rates.

\section{Variation 1: how full is the 36-faced zone?}

\textbf{Question.} How many electrons fit inside the polyhedron bounded by the 330 and 411 planes, and how many of the 84 lie outside it?

\textbf{Solution.} Measure $\mathbf k=(x,y,z)$ in units of $2\pi/a$. By cubic symmetry it is enough to treat the wedge $x\ge y\ge z\ge0$, one of 48. There the tightest planes are
\begin{equation}
x+y=3,\qquad 4x+y+z=9 .
\end{equation}
They meet along the line from $B=(2,1,0)$ to $C=(\frac32,\frac32,\frac32)$. Within the wedge the 330 face is the triangle $ABC$ with $A=(\frac32,\frac32,0)$, and the 411 face is the triangle $DBC$ with $D=(\frac94,0,0)$. Joining each triangle to the origin gives two tetrahedra, with volumes
\begin{align}
\tfrac16|\det(A,B,C)|&=\tfrac16\cdot\tfrac94=\tfrac38,\\
\tfrac16|\det(D,B,C)|&=\tfrac16\cdot\tfrac{27}{8}=\tfrac9{16}.
\end{align}
Their sum is $15/16$. In these units each unit volume holds two electrons per cell, so the capacity is
\begin{equation}
2\times48\times\tfrac{15}{16}=90\ \text{per cell}=1.731\ \text{per atom}.
\end{equation}

Now let $\delta=k_F/(G/2)-1=0.0165$. With $G/2$ as the unit of length, each plane cuts from the sphere a cap of height $\delta$ and volume
\begin{equation}
\frac{\pi\delta^2}{3}\left[3(1+\delta)-\delta\right]
=\frac{\pi\delta^2}{3}(3+2\delta).
\end{equation}
The contact sphere, of volume $4\pi/3$, holds $Z_c$ electrons. The 36 caps therefore hold
\begin{equation}
36\,Z_c\,\frac{\delta^2(3+2\delta)}{4}\approx0.6
\end{equation}
electrons per cell. They may be added because they do not overlap: each has a half-angle of $10.3^\circ$, and the closest plane normals are $27.3^\circ$ apart. Of the 84 electrons, about 83.4 lie inside the zone, leaving room for about 6.6 in its corners. The sphere has crossed the faces although the zone is not full.

\section{Variation 2: a warped Fermi surface}

\textbf{Question.} Do the two families still touch together if the band is
\begin{equation}
E=\frac{k^2}{2}\,[1+\eta K(\mathbf n)],\qquad
K=n_x^4+n_y^4+n_z^4-\tfrac35,
\end{equation}
with $\mathbf n=\mathbf k/k$ and small $\eta$? The form is a model for wavevectors near the Fermi surface. It does not describe the band near $\mathbf k=0$, where a nondegenerate band in a cubic crystal has the same mass in every direction.

\textbf{Solution.} The Fermi surface is $k(\mathbf n)=\kappa(1+\eta K)^{-1/2}$ with $\kappa=\sqrt{2E_F}$. The point touching a 330 plane stays on the direction of $\mathbf G$ by symmetry. For a 411 plane it moves away by an angle of order $\eta$, which alters the contact distance only at order $\eta^2$. To first order, then,
\begin{equation}
\kappa\left[1-\tfrac12\eta K(\mathbf G)\right]=\frac G2
\quad\Longrightarrow\quad
\kappa^3=\left(\frac G2\right)^3\left[1+\tfrac32\eta K(\mathbf G)\right].
\end{equation}
The enclosed volume is $(4\pi\kappa^3/3)(1-\frac32\eta\langle K\rangle)$. Over the sphere $\langle n_x^4\rangle=1/5$, so $\langle K\rangle=0$ and
\begin{equation}
Z=Z_c\left[1+\tfrac32\eta K(\mathbf G)\right].
\end{equation}
For 330, $K=\frac14+\frac14-\frac35=-0.100$. For 411, $K=\frac{256+1+1}{18^2}-\frac35\approx0.196$. The opposite signs separate the contacts.

For $\eta=0.1$, a round model value, the formula gives 1.515 and 1.583 electrons per atom for 330 and 411. The full warped surface gives 1.516 and 1.578. For $\eta=-0.1$ the full results are 1.562 and 1.488, so the order is reversed. In all four cases the contact stays below the 1.615 of Cu$_5$Zn$_8$, though the isotropic margin of 0.077 changes by about 0.02 for 330 and by 0.04 to 0.05 for 411. The main computed values are collected in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
Lattice parameter, rough input: 8.9 angstrom
Atoms per cubic cell: 52
Planes in 330 family: 12; in 411 family: 24
Contact count: 79.972 electrons per cell
Contact count: 1.5379 electrons per atom
Box-state check of contact: 79.969 electrons per cell
Cu5Zn8 count: 84 electrons per cell
Cu5Zn8 count: 1.6154 electrons per atom
Excess over contact: 0.0775 per atom
Excess over contact: 5.04 percent
Zn fraction at contact: 0.5379
Zn fraction in Cu5Zn8: 0.6154
Plane distance: 1.4976 angstrom^-1
Plane distance converted: 14.976 nm^-1
Cu5Zn8 Fermi radius: 1.5223 angstrom^-1
Cu5Zn8 Fermi radius converted: 15.223 nm^-1
Fermi radius / plane distance: 1.01652
Contact energy: 8.545 eV
Cu5Zn8 Fermi energy: 8.830 eV
Fermi energy above contact: 0.285 eV
36-face zone capacity: 90.000 electrons per cell
36-face zone capacity: 1.7308 per atom
Electrons in 36 caps: 0.595 per cell
Cap half-angle: 10.34 degrees
Smallest angle between plane normals: 27.27 degrees
Rough site coordinates: 0.11 -0.17 0.36 0.31 0.04 (fractions of a)
Ideal-block |S|, 330: 52.0; 411: 2.0
Relaxed |S|, 330: 37.9; 411: 21.3
Largest |S| at smaller G: 11.3 for 222
Potential strength v, model input: 0.50 eV
Six first-order level shifts: -0.472 -0.209 -0.104 0.151 0.194 0.440 eV
Total first-order splitting: 0.912 eV
Anisotropy -0.1: contact at 330 1.5620, at 411 1.4878 per atom
Anisotropy +0.1: contact at 330 1.5158, at 411 1.5776 per atom
Temperature, model input: 400 K
Thermal energy kT: 0.0345 eV
kT / energy above contact: 0.121
\end{verbatim}
